# The Cooper-Zare formula for photoelectron angular distributions

## 1. What goes wrong when channels are simply added

In the electric-dipole approximation and a central potential, light that ejects an electron with orbital angular momentum $l\ge1$ can send it into two partial waves, $l+1$ and $l-1$ (an s electron has only $l+1$). The total yield is a sum of one contribution from each. It is tempting to treat the angular distribution the same way, by adding the pattern of each channel weighted by its strength.

For hydrogen 2p emitting a 10 eV electron, that recipe gives an asymmetry parameter $\beta=0.934$. The correct value in the same model is 0.807, so the recipe is about 16% too high relative to the correct value. A detector at one angle receives both partial waves at once, so their amplitudes must be added before squaring. The angular distribution then depends on their relative phase, which the total yield does not contain.

## 2. The model and the quantity sought

One electron starts in a subshell $nl$ of a central potential, with wave function

$$\phi_{nlm}(\mathbf r)=\frac{P_{nl}(r)}{r}Y_{lm}(\hat{\mathbf r}),\qquad \int_0^\infty P_{nl}^2\,dr=1 .$$

All $2l+1$ values of $m$ are equally populated. The light is weak and linearly polarised along the real unit vector $\boldsymbol\epsilon$, and its wavelength is long compared with the orbital (electric-dipole approximation). Spin-orbit forces are neglected, and the outgoing electron also moves in a central potential.

The electron has charge $-e$, so its interaction with the field $\boldsymbol\epsilon E_0\cos\omega t$ is $eE_0\cos\omega t\;\boldsymbol\epsilon\cdot\mathbf r$. Half of the cosine drives absorption. With final states whose plane-wave part has unit amplitude, the density of states per unit energy and solid angle is $m_ek/(8\pi^3\hbar^2)$. The golden rule gives the emission rate per solid angle:

$$\frac{d\Gamma}{d\Omega}=\frac{2\pi}{\hbar}\left(\frac{eE_0}{2}\right)^2\frac{m_ek}{8\pi^3\hbar^2}\,\frac{1}{2l+1}\sum_m\left|\langle\psi^{(-)}_{\mathbf k}|\boldsymbol\epsilon\cdot\mathbf r|\phi_{nlm}\rangle\right|^2 .$$

Everything before the sum is independent of direction. We therefore need only the sum, up to a constant, as a function of the angle $\theta$ between $\boldsymbol\epsilon$ and $\mathbf k$. Call it $W(\theta)$.

## 3. The state of an electron detected along k

Let $u_L(r)$ be the real regular radial function at the final energy, normalised by

$$u_L\to\sin\left[kr-\frac{L\pi}{2}+\frac{\ln(2kr)}{ka_0}+\delta_L\right],\qquad r\to\infty .$$

The logarithm belongs to a singly charged residual ion; $a_0$ is the Bohr radius. The phase $\delta_L$ contains the Coulomb phase and any short-range phase, but not $-L\pi/2$.

The required final state is

$$\psi^{(-)}_{\mathbf k}=\frac{4\pi}{k}\sum_{LM}i^Le^{-i\delta_L}Y^*_{LM}(\hat{\mathbf k})Y_{LM}(\hat{\mathbf r})\frac{u_L(r)}{r}.$$

To see why, split the sine into exponentials. The outgoing part of $u_L$ is $e^{i(kr+\ln(2kr)/ka_0)}(-i)^Le^{i\delta_L}/(2i)$. The coefficient $i^Le^{-i\delta_L}$ cancels its $L$-dependent phase, and completeness gives $\sum_{LM}Y^*_{LM}(\hat{\mathbf k})Y_{LM}(\hat{\mathbf r})=\delta(\hat{\mathbf r}-\hat{\mathbf k})$. The outgoing wave thus travels along $\mathbf k$ alone, as detection in that direction requires. The phase shifts remain in the incoming waves.

In the matrix element this state is complex conjugated, so channel $L$ carries $(-i)^Le^{i\delta_L}$. The radial part is

$$R_L=\int_0^\infty u_L(r)\,r\,P_{nl}(r)\,dr .$$

It is real and has the dimension length$^{3/2}$. Write $R_\pm=R_{l\pm1}$, $\delta_\pm=\delta_{l\pm1}$ and $\Delta=\delta_+-\delta_-$.

## 4. Two amplitudes are enough

The sum over $m$ contains the projector $\sum_m|\phi_{nlm}\rangle\langle\phi_{nlm}|$, which is unchanged by rotation. We may therefore choose the quantisation axis. Put $z$ along $\mathbf k$. Then

$$Y_{LM}(\hat{\mathbf k})=\delta_{M0}\sqrt{\frac{2L+1}{4\pi}},$$

and the final state does not depend on the azimuth $\varphi$ of $\mathbf r$.

Let $\vartheta$ be the polar angle of $\mathbf r$ and $\mu=\cos\vartheta$. With $\boldsymbol\epsilon$ in the $xz$ plane,

$$\boldsymbol\epsilon\cdot\mathbf r=r(\cos\theta\,\mu+\sin\theta\,\sin\vartheta\cos\varphi).$$

After integration over $\varphi$, the first term connects the final state with the $m=0$ orbital. The second connects it with the real orbital proportional to $\cos\varphi$, built from $m=\pm1$. These initial orbitals are orthogonal, so their probabilities add:

$$W(\theta)=|A|^2\cos^2\theta+|B|^2\sin^2\theta .$$

Here $A$ and $B$ are the amplitudes for polarisation parallel and perpendicular to $\mathbf k$, with the common factor $4\pi/k$ removed. Interference between the two channels survives inside each.

## 5. The angular integrals

Two Legendre recurrences are needed. Both follow from $g=(1-2\mu t+t^2)^{-1/2}=\sum_LP_L(\mu)t^L$.

Differentiation by $t$ gives $(1-2\mu t+t^2)\partial_tg=(\mu-t)g$. The coefficient of $t^l$ is

$$(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}.$$

Next, $g+2t\partial_tg=(1-t^2)g^3$, while $\partial_\mu g=tg^3$. Hence $g+2t\partial_tg=(t^{-1}-t)\partial_\mu g$, whose coefficient of $t^L$ is

$$(2L+1)P_L=P'_{L+1}-P'_{L-1}.$$

**Parallel amplitude.** The angular factor of channel $L$, including $Y_{L0}(\hat{\mathbf k})$, is

$$\sqrt{\frac{2L+1}{4\pi}}\,\langle Y_{L0}|\mu|Y_{l0}\rangle=\frac{2L+1}{2}\sqrt{\frac{2l+1}{4\pi}}\int_{-1}^{1}P_L\,\mu P_l\,d\mu .$$

Using the first recurrence and $\int P_L^2d\mu=2/(2L+1)$, we find $(l+1)/\sqrt{4\pi(2l+1)}$ for $L=l+1$ and $l/\sqrt{4\pi(2l+1)}$ for $L=l-1$. Since $(-i)^{l+1}=-(-i)^{l-1}$,

$$A=\frac{(-i)^{l-1}}{\sqrt{4\pi(2l+1)}}\left[lR_-e^{i\delta_-}-(l+1)R_+e^{i\delta_+}\right].$$

The minus sign comes entirely from the factor $i^L$ in the final state.

**Perpendicular amplitude.** For $l\ge1$, write the real orbital's angular part as $N_lP_l^1(\mu)\cos\varphi$, with $P_l^1=\sin\vartheta\,P_l'(\mu)$. Integration by parts and Legendre's equation give

$$\int_{-1}^{1}P_j^1P_l^1d\mu=-\int_{-1}^{1}P_j\frac{d}{d\mu}\left[(1-\mu^2)P_l'\right]d\mu=\frac{2l(l+1)}{2l+1}\delta_{jl}.$$

The azimuthal integral of $\cos^2\varphi$ is $\pi$, so $N_l^2=(2l+1)/[2\pi l(l+1)]$. The angular factor of channel $L$ is

$$\frac{2L+1}{4\pi}N_l\pi\int_{-1}^{1}\sin\vartheta\,P_LP_l^1d\mu=\frac{N_l}{4}\int_{-1}^{1}(P_{L+1}^1-P_{L-1}^1)P_l^1d\mu .$$

For $L=l-1$ the first term contributes, with a plus sign. For $L=l+1$ the second contributes, with a minus sign. The magnitude in both cases is

$$\frac{N_l}{4}\frac{2l(l+1)}{2l+1}=\sqrt{\frac{l(l+1)}{8\pi(2l+1)}} .$$

The minus sign for $L=l+1$ is cancelled by the minus sign in $(-i)^{l+1}$. Therefore

$$B=(-i)^{l-1}\sqrt{\frac{l(l+1)}{8\pi(2l+1)}}\left[R_-e^{i\delta_-}+R_+e^{i\delta_+}\right].$$

For $l=0$ the perpendicular orbital does not exist and $B=0$, in agreement with the prefactor.

## 6. The formula

With $P_2(\cos\theta)=(3\cos^2\theta-1)/2$, we have $\cos^2\theta=(1+2P_2)/3$ and $\sin^2\theta=(2-2P_2)/3$. Substitution gives

$$W(\theta)=\frac{|A|^2+2|B|^2}{3}\left[1+\beta P_2(\cos\theta)\right],\qquad \beta=\frac{2(|A|^2-|B|^2)}{|A|^2+2|B|^2}.$$

Let $C=1/[4\pi(2l+1)]$. The squared amplitudes are

$$\frac{|A|^2}{C}=l^2R_-^2+(l+1)^2R_+^2-2l(l+1)R_-R_+\cos\Delta,$$

$$\frac{|B|^2}{C}=\frac{l(l+1)}{2}\left[R_-^2+R_+^2+2R_-R_+\cos\Delta\right].$$

In $|A|^2+2|B|^2$ the interference terms cancel. The coefficient of $R_-^2$ is $l^2+l(l+1)=l(2l+1)$, and that of $R_+^2$ is $(l+1)^2+l(l+1)=(l+1)(2l+1)$.

In $2(|A|^2-|B|^2)$ the coefficients are

- for $R_-^2$: $2l^2-l(l+1)=l(l-1)$;
- for $R_+^2$: $2(l+1)^2-l(l+1)=(l+1)(l+2)$;
- for $R_-R_+\cos\Delta$: $-4l(l+1)-2l(l+1)=-6l(l+1)$.

The ratio is the Cooper-Zare formula:

$$\boxed{\beta=\frac{l(l-1)R_-^2+(l+1)(l+2)R_+^2-6l(l+1)R_+R_-\cos(\delta_+-\delta_-)}{(2l+1)\left[lR_-^2+(l+1)R_+^2\right]}}$$

The denominator is proportional to the angle-integrated yield. The two channels are orthogonal over the full sphere, which is why no phase appears there. At a fixed angle their interference generally remains, and the phase appears in the numerator. When both channels contribute, it drops out of $W(\theta)$ only at the angles where $P_2(\cos\theta)=0$.

The signs of $R_\pm$ matter together with the phases. Replacing $u_L$ by $-u_L$ reverses $R_L$ and shifts $\delta_L$ by $\pi$, so the product $R_+R_-\cos\Delta$ is unchanged. If $-L\pi/2$ were also absorbed into the phases, $\Delta$ would change by $-\pi$ and the written interference sign would have to be reversed.

## 7. Bounds and limiting cases

The expression for $\beta$ in terms of $A$ and $B$ gives

$$1+\beta=\frac{3|A|^2}{|A|^2+2|B|^2},\qquad 1-\frac{\beta}{2}=\frac{3|B|^2}{|A|^2+2|B|^2}.$$

Neither can be negative, so $-1\le\beta\le2$. These are the intensities along and perpendicular to the polarisation, each divided by the angular mean.

At $\beta=2$, $B=0$ and the pattern is $\cos^2\theta$. This holds for every s subshell in the present model, provided $R_+\ne0$. For $l\ge1$ it requires the two waves to cancel in $B$, for example $R_-=-R_+$ with $\Delta=0$. At $\beta=-1$, $A=0$ and the pattern is $\sin^2\theta$; an example is $lR_-=(l+1)R_+$ with $\Delta=0$.

If one channel vanishes, the phase drops out:

$$\beta\to\frac{l-1}{2l+1}\quad(R_+=0),\qquad \beta\to\frac{l+2}{2l+1}\quad(R_-=0).$$

The first limit, for $l\ge1$, is reached where the upper radial integral passes through zero as the energy varies, a Cooper minimum. For a p subshell the limits are 0 and 1. If both radial integrals vanish there is no dipole emission, and $\beta$ is undefined.

A measured $\beta$ does not determine the sign of $\Delta$, because the cosine is even. The yield and $\beta$ together supply two numbers, while $|R_-|$, $|R_+|$ and the signed interference factor are three unknowns. Further information is needed to separate them.

## 8. The phase difference in hydrogen

For hydrogen the phase difference follows from the radial equation

$$\left[-\frac{d^2}{dr^2}+\frac{L(L+1)}{r^2}-\frac{2}{a_0r}\right]u_L=k^2u_L .$$

Define $w=L/r-1/(a_0L)$ for $L\ge1$. Multiplying out the operators gives

$$\left(\pm\frac{d}{dr}+w\right)\left(\mp\frac{d}{dr}+w\right)=-\frac{d^2}{dr^2}\pm w'+w^2,$$

where $w'=-L/r^2$. The upper signs give the radial operator for $L-1$, and the lower signs that for $L$, each plus the constant $1/(a_0L)^2$. Consequently $(-d/dr+w)u_{L-1}$ solves the equation for $L$.

It is also regular. Insert $u_{L-1}\propto r^L(1+c_1r+c_2r^2+\dots)$ into its equation. This gives $c_1=-1/(a_0L)$ and $(4L+2)c_2=2/(a_0^2L)-k^2$. The operator removes the powers $r^{L-1}$ and $r^L$, leaving $r^{L+1}$ with the positive coefficient $[k^2+1/(a_0L)^2]/(2L+1)$. Functions chosen positive near the origin therefore remain so from one $L$ to the next.

Far away, let $\Phi$ be the argument of the sine in $u_{L-1}$. The new function becomes $-k\cos\Phi-\sin\Phi/(a_0L)$. It must be a positive multiple of

$$\sin\left(\Phi-\frac{\pi}{2}+\chi\right)=-\cos\Phi\cos\chi+\sin\Phi\sin\chi,\qquad \chi=\delta_L-\delta_{L-1}.$$

Thus $\tan\chi=-1/(kLa_0)$ with $\cos\chi>0$. Adding the steps $L=l$ and $L=l+1$ gives, for $l\ge1$,

$$\Delta=-\arctan\frac{1}{kla_0}-\arctan\frac{1}{k(l+1)a_0}.$$

## 9. Hydrogen 2p at 10 eV

Take equally populated 2p orbitals, a fixed nucleus and nonrelativistic motion. The binding energy is 3.401 eV, so a 10 eV photoelectron requires a photon of 13.401 eV. The wave number is $k=1.620\times10^{10}\ \mathrm{m^{-1}}$, or $ka_0=0.8573$. The phase difference is

$$\Delta=-\arctan\frac{1}{0.8573}-\arctan\frac{1}{2(0.8573)}=-1.3901\ \mathrm{rad},\qquad\cos\Delta=0.1798 .$$

The radial integrals, in units of $a_0^{3/2}$, are $R_-=0.17416$ and $R_+=0.46228$. For $l=1$ the formula reduces to

$$\beta=\frac{6R_+^2-12R_+R_-\cos\Delta}{3(R_-^2+2R_+^2)}=\frac{1.2822-0.1737}{1.3732}=0.807 .$$

The intensity along the polarisation is 1.807 times the angular mean, and the perpendicular intensity is 0.596 times the mean. Their ratio is 3.03. Dropping the interference gives 0.934; reversing its sign gives 1.060.

The numerical check also calculates $A$ and $B$ from the complete three-dimensional Coulomb wave, without separating it into partial waves. Both routes give $\beta=0.807272$ for 2p, and both give 0.445040 for 3d at the same electron energy. The agreement in $\beta$ tests the sign of the interference term, $\cos\Delta$ and the final formula. Because $\beta$ is even in $\Delta$, the sign of $\Delta$ is tested only by the complex amplitudes $A$ and $B$, which also agree between the two routes. The six digits belong to the fixed-nucleus model; the finite proton mass lowers the 2p value by a few times $10^{-4}$, which leaves 0.807 unchanged.

The energy dependence for 2p is:

| Electron energy (eV) | $R_-/R_+$ | $\Delta$ (rad) | $\beta$ |
|---:|---:|---:|---:|
| 1 | 0.274 | −2.380 | 1.347 |
| 5 | 0.336 | −1.715 | 1.038 |
| 10 | 0.377 | −1.390 | 0.807 |
| 30 | 0.438 | −0.917 | 0.427 |

With $q=R_-/R_+$, the p-subshell formula is $\beta=(2-4q\cos\Delta)/(2+q^2)$. Without interference it cannot exceed 1. For $q>0$ a negative cosine raises $\beta$, and $\beta$ exceeds 1 when $-4q\cos\Delta>q^2$, that is $-\cos\Delta>q/4$. This holds at 1 eV (0.724 against 0.069) and at 5 eV (0.144 against 0.084). At 10 and 30 eV the cosine is positive and lowers it.

The phase causes most of the fall across this table. Keeping $q=0.274$ but changing $\Delta$ from its 1 eV value to its 30 eV value lowers $\beta$ from 1.35 to about 0.64. Keeping the 1 eV phase and changing only $q$ to 0.438 would instead raise $\beta$ to about 1.49. The effect of $q$ depends on the phase: at the 30 eV phase the same change of $q$ lowers $\beta$ from about 0.64 to 0.43, which supplies the rest of the fall.

## 10. Where the formula stops applying

Equal populations were essential in choosing the axis along $\mathbf k$. If only the 2p orbital with $m=0$ along the polarisation is occupied, the 10 eV distribution contains a $P_4$ term with coefficient 2.18 relative to the isotropic term. One parameter $\beta$ cannot describe it.

For equal populations, $P_2=0$ at $\theta=54.7^\circ$, so the intensity there equals the angular mean whatever the value of $\beta$. With a $P_4$ term this property is not guaranteed.

Beyond the dipole approximation, electric-quadrupole emission reaches final states whose parity is opposite to that of the dipole final states. Its interference with dipole emission changes sign when $\mathbf k$ is reversed, which adds odd angular terms. A noncentral ionic potential can mix partial waves, and spin-orbit forces can make the radial integrals and phases depend on total angular momentum. In those cases the amplitudes must be rebuilt before they are squared; inserting two radial integrals and one phase difference into the formula is not enough.

## Calculated quantities

```
Hydrogen 2p, equal m populations, fixed nucleus
Photoelectron energy: 10.000 eV
Binding energy of 2p: 3.40142 eV
Photon energy: 13.40142 eV
Bohr radius: 5.29177211e-11 m
Wave number k: 1.620088e+10 m^-1
k*a0: 0.857314 (dimensionless)
R_minus (p to s): 0.174158 a0^(3/2)
R_plus (p to d): 0.462280 a0^(3/2)
R_minus/R_plus: 0.376736 (dimensionless)
Coulomb phase L=0: 0.275177 rad
Coulomb phase L=2: -1.114882 rad
delta_plus-delta_minus: -1.390060 rad
Same phase difference: -79.6445 degrees
Cosine of phase difference: 0.179754
Numerator, lower-channel term: 0.000000 a0^3
Numerator, upper-channel term: 1.282217 a0^3
Numerator, interference term: -0.173663 a0^3
Denominator: 1.373210 a0^3
beta, Cooper-Zare: 0.807272 (dimensionless)
beta, full Coulomb wave: 0.807272 (dimensionless)
beta without interference: 0.933737
beta with interference sign reversed: 1.060203
W(0 deg)/angular mean: 1.807272
W(90 deg)/angular mean: 0.596364
W(0 deg)/W(90 deg): 3.030485
Angle where P2=0: 54.7356 degrees
2p, m=0 only: P4/P0 coefficient = 2.183966
Hydrogen 2p: energy/eV, R_minus/R_plus, phase/rad, beta
   1.0  0.274477  -2.380005  1.346576
   5.0  0.335988  -1.715499  1.038292
  10.0  0.376736  -1.390060  0.807272
  30.0  0.437604  -0.917474  0.427128
Hydrogen 3d at 10.0 eV: beta = 0.445040
Hydrogen 3d, full Coulomb wave: beta = 0.445040
```
